# Supercell force constants and interpolated phonon frequencies of a third-neighbor chain

## Question

I am practising phonon calculations on a chain of identical atoms with mass $M=50$ u and spacing $a=300$ pm, moving along the chain. Springs of $K_1=20$, $K_2=5$ and $K_3=2$ N/m join first, second and third neighbors.

I took a periodic supercell of $N=4$ atoms, moved atom 0 by $+1$ pm, and found forces of $-54$, $22$, $10$ and $22$ pN on atoms 0 to 3. I expected 20 pN on the nearest neighbor, because $K_1=20$ N/m.

I then built frequencies from these forces. Each constant went to its nearest periodic position, and the one halfway across the cell was split equally between the two sides. At $qa=\pi/2$ I get the correct 4.42 THz, but at $qa=\pi/4$ I get 2.64 THz instead of 2.95 THz.

What have I actually computed? I was told that supercell frequencies are exact only at wavevectors that fit the supercell. Is that true, and how large is the error between them?

## Answer

**The chain itself**

Let $u_n$ be the displacement of atom $n$. The energy is strictly harmonic:

$$V=\frac12\sum_n\sum_{m=1}^{3}K_m(u_{n+m}-u_n)^2 .$$

For each $m$, $u_n$ occurs in two terms, the spring to atom $n+m$ and the spring to atom $n-m$. The force is therefore

$$F_n=-\frac{\partial V}{\partial u_n}=-\sum_{m}K_m(2u_n-u_{n+m}-u_{n-m}).$$

Writing this as $F_n=-\sum_l\Phi(l)\,u_{n+l}$ defines the force constants:

$$\Phi(0)=2(K_1+K_2+K_3),\qquad \Phi(\pm m)=-K_m ,$$

with $\Phi(l)=0$ for $|l|>3$. Here $\Phi(0)=54$ N/m.

Now insert a wave $u_n=A\,e^{i(\theta n-\omega t)}$ with $\theta=qa$ into $M\ddot u_n=F_n$. The left side is $-M\omega^2u_n$, so with $S=M\omega^2$

$$S(\theta)=\sum_l\Phi(l)e^{i\theta l}=\sum_mK_m(2-2\cos m\theta)=4\sum_mK_m\sin^2\frac{m\theta}{2}.$$

**What the displacement measures**

Periodic boundary conditions move atom 0 and all its images together: $u_n=u$ whenever $n$ is a multiple of $N$, and $u_n=0$ otherwise. In $F_j=-\sum_l\Phi(l)u_{j+l}$, the surviving terms have $j+l=LN$ with $L$ an integer, so $l=LN-j$. Since $\Phi(-l)=\Phi(l)$, and $L$ may be relabelled $-L$,

$$F_j=-u\,\Phi_N(j),\qquad \Phi_N(j)=\sum_L\Phi(j+LN).$$

These are image-summed constants. For $N=4$, in N/m,

$$\Phi_4(1)=\Phi(1)+\Phi(-3)=-20-2=-22,$$

$$\Phi_4(2)=\Phi(2)+\Phi(-2)=-5-5=-10 .$$

Because 1 N/m times 1 pm is 1 pN, these are your 22 and 10 pN. Atom 1 is pushed forward with 20 pN by the displaced atom next to it, whose spring is compressed. It is also pulled forward with 2 pN by the displaced image three sites away on its other side, whose spring is stretched.

**Why some wavevectors are exact**

A wavevector fits the supercell if $\theta=2\pi k/N$ with integer $k$. Every integer $l$ can be written in one way as $l=j+LN$ with $0\le j<N$, and then

$$e^{i\theta l}=e^{i\theta j}e^{2\pi ikL}=e^{i\theta j}.$$

Hence

$$\sum_{j=0}^{N-1}\Phi_N(j)e^{i\theta j}=\sum_{j=0}^{N-1}\sum_L\Phi(j+LN)e^{i\theta(j+LN)}=\sum_l\Phi(l)e^{i\theta l}=S(\theta).$$

In such a wave an atom and its images move identically, so the separate constants are not needed, just their sum. This holds for every $N$, however short the supercell.

**What happens between them**

At other $\theta$ the phase depends on which image a constant is assigned to, so the result depends on an interpolation rule. I use yours.

Let $r_m$ be the distance from $m$ to the nearest multiple of $N$. The two constants $\Phi(\pm m)=-K_m$ are then placed at $\pm r_m$, in one order or the other. If $r_m=N/2$, both fall on the same site, and equal sharing puts $-K_m$ back on each side. If $r_m=0$, both fall on site 0. In all three cases they contribute $-2K_m\cos r_m\theta$. Adding $\Phi(0)=2\sum_mK_m$ gives

$$S_N(\theta)=\sum_mK_m(2-2\cos r_m\theta)=4\sum_mK_m\sin^2\frac{r_m\theta}{2}.$$

The supercell keeps the strength of each spring but folds its length from $m$ to $r_m$. A spring with $r_m=0$ joins an atom to its own image and drops out. The folded lengths are:

| $N$ | $r_1,r_2,r_3$ |
|---|---|
| 2 | 1, 0, 1 |
| 3 | 1, 1, 0 |
| 4 | 1, 2, 1 |
| 5 | 1, 2, 2 |
| 6 or more | 1, 2, 3 |

Subtracting the exact curve gives the error

$$S_N-S=2\sum_mK_m(\cos m\theta-\cos r_m\theta).$$

The identity $\cos A-\cos B=-2\sin\frac{A+B}{2}\sin\frac{A-B}{2}$ puts it in factored form. For $N=4$ only $K_3$ is folded, from length 3 to 1:

$$S_4-S=-4K_3\sin2\theta\,\sin\theta=-8K_3\sin^2\theta\cos\theta .$$

For $N=5$ it is folded from 3 to 2:

$$S_5-S=-4K_3\sin\frac{5\theta}{2}\sin\frac{\theta}{2}.$$

With $K_3\neq0$, the first error vanishes at $\theta=0,\pm\pi/2,\pi$ and nowhere else in the zone, and the second at $\theta=2\pi k/5$ and nowhere else. For these two cells, what you were told is true.

**Where "only" fails**

For $N\ge6$ no length changes, so the interpolated curve is exact at every $q$. The case $N=6$ depends on the equal sharing. There $\Phi_6(3)=-2K_3=-4$ N/m, and placing all of it at $+3$ would contribute

$$-2K_3e^{3i\theta}=-2K_3\cos3\theta-2iK_3\sin3\theta .$$

The real part is right, but $S$ acquires a false imaginary part between the wavevectors that fit.

A cell can also be right by accident, when the errors of two folded springs cancel. With springs up to third neighbors this can happen only for $N=2$ and $N=3$. For $N=2$, $K_2$ drops out and $K_3$ folds to length 1, so

$$S_2-S=2K_2(\cos2\theta-1)+2K_3(\cos3\theta-\cos\theta)=-4\sin^2\theta\,(K_2+2K_3\cos\theta).$$

The bracket can vanish at a wavevector that does not fit. If $K_2=K_3$, it does so at $\theta=2\pi/3$. For $N=3$, the same identity gives

$$S_3-S=-4K_2\sin\frac{3\theta}{2}\sin\frac{\theta}{2}-4K_3\sin^2\frac{3\theta}{2}.$$

Using $\sin\frac{3\theta}{2}=\sin\frac{\theta}{2}(1+2\cos\theta)$ in one factor of the last term,

$$S_3-S=-4\sin\frac{3\theta}{2}\sin\frac{\theta}{2}\,[K_2+K_3(1+2\cos\theta)],$$

whose bracket can vanish too. With your springs neither does: the conditions would be $\cos\theta=-5/4$ and $\cos\theta=-7/4$. Longer springs allow such accidents in larger cells. A fourth-neighbor spring folds from 4 to 1 at $N=5$ and turns the error into $-4\sin\frac{5\theta}{2}\sin\frac{\theta}{2}\,[K_3+K_4(1+2\cos\theta)]$. For $K_3=2$ and $K_4=3$ N/m this also vanishes at $\cos\theta=-5/6$, which does not fit the cell.

**The error in frequency**

Since $S=4\pi^2M\nu^2$, we have $S_N-S=4\pi^2M(\nu_N-\nu)(\nu_N+\nu)$. Away from $\theta=0$,

$$\nu_N-\nu=\frac{S_N-S}{4\pi^2M(\nu_N+\nu)} .$$

At your point $\theta=\pi/4$, in N/m,

$$S=2\left[20(1-0.7071)+5(1-0)+2(1+0.7071)\right]=28.54,$$

$$S_4-S=-8(2)(0.5)(0.7071)=-5.66,\qquad S_4=22.89 .$$

With $\nu=\sqrt{S/M}/(2\pi)$ these give $\nu=2.951$ THz and $\nu_4=2.642$ THz. The error is $-0.309$ THz, about $-10\%$ of the exact frequency.

At $\theta=3\pi/4$ the cosine changes sign and $S_4-S=+5.66$ N/m. The frequency error is now $+0.172$ THz, or $3.5\%$ of the exact frequency there, 4.92 THz. It is smaller because the same change in $S$ is divided by a larger $\nu_N+\nu$.

To find the largest error in $S$ for $N=4$, set $c=\cos\theta$, so that $\sin^2\theta\cos\theta=c-c^3$. Its derivative $1-3c^2$ vanishes at $c=\pm1/\sqrt3$, where $|c-c^3|=2/(3\sqrt3)$. Hence

$$|S_4-S|_{\max}=\frac{16K_3}{3\sqrt3}=6.16\ \text{N/m},$$

at $\theta=0.304\pi$ and $0.696\pi$. The largest frequency error lies lower, near $0.246\pi$: at $0.304\pi$ the numerator is stationary while $\nu_4+\nu$ is still rising, so the quotient is already past its peak.

A scan of the zone gives these largest frequency errors:

| $N$ | $\nu_N-\nu$ (THz) | at $qa/\pi$ |
|---|---|---|
| 2 | $-1.03$ | 0.325 |
| 3 | $-0.87$ | 0.304 |
| 4 | $-0.31$ | 0.246 |
| 5 | $-0.24$ | 1.000 |
| 6, 7 | 0 | – |

The value for $N=4$ is $-10.3\ \text{cm}^{-1}$. For $N=5$ the worst point is the zone boundary, which does not fit an odd cell. There $S_5-S=-4K_3=-8$ N/m, which lowers $S$ from 88 to 80 N/m.

**Long waves**

The frequency at $q=0$ is exact, but its slope need not be. For small $\theta$, $\sin^2(m\theta/2)\approx m^2\theta^2/4$, so $S\approx\theta^2\sum_mm^2K_m$. With $\omega=cq$ and $\theta=qa$, the sound speeds are

$$c=a\sqrt{\frac{\sum_mm^2K_m}{M}},\qquad c_N=a\sqrt{\frac{\sum_mr_m^2K_m}{M}} .$$

For your springs the exact sum is $20+4(5)+9(2)=58$ N/m. For $N=4$ it is $20+4(5)+2=42$ N/m. The speed falls from 7929 to 6747 m/s, an error of $-14.9\%$. For $N=5$ the sum is $20+4(5)+4(2)=48$ N/m, and the error is $-9.0\%$.

As $q\to0$ the absolute frequency error goes to zero, but the relative error tends to these values. With positive springs the supercell speed cannot be too high, because $r_m\le m$. In a uniform strain a spring stretches in proportion to its length, and a folded spring stretches too little.

**What to do about it**

Your four-atom forces depend on $K_1$ and $K_3$ only through $K_1+K_3=22$ N/m, so no processing of that one calculation can separate them. If you know that the range ends at third neighbors, a five-atom cell gives $\Phi_5(1)=\Phi(1)+\Phi(-4)=-K_1=-20$ N/m, and the two cells together give $K_3=22-20=2$ N/m.

Otherwise, enlarge the cell. By the same folding argument, springs reaching $R$ neighbors keep their lengths when $N\ge2R$, provided halfway constants are shared. If the interaction has a tail without a sharp end, some folding remains at any finite $N$. In an anharmonic chain a finite displacement adds a separate error, which this analysis leaves out.

The numerical check checks the force constants, the folded dispersion curves, the factored errors for $N=2$, 4 and 5, the frequency errors and the sound speeds using forces obtained from energy differences and by diagonalizing a 120-atom ring and the supercell matrices.

## Computed results

```
Springs K1, K2, K3 (N/m): 20.0 5.0 2.0
Mass (u): 50.0; spacing (pm): 300.0; displacement (pm): 1.0
Chain constants Phi(0..3) (N/m): 54.0 -20.0 -5.0 -2.0
N=4 forces on atoms 0..3 (pN): -54.0 22.0 10.0 22.0
N=4 image-summed constants (N/m): 54.0 -22.0 -10.0 -22.0
N=5 forces on atoms 0..4 (pN): -54.0 20.0 7.0 7.0 20.0
N=5 image-summed constants (N/m): 54.0 -20.0 -7.0 -7.0 -20.0
N=6 constant at j=3 (N/m): -4.000
N=4: qa/pi, S exact, S supercell (N/m), nu exact, nu supercell, error (THz)
  0.00    0.0000    0.0000   0.0000   0.0000   0.0000
  0.25   28.5442   22.8873   2.9510   2.6425  -0.3085
  0.50   64.0000   64.0000   4.4188   4.4188   0.0000
  0.75   79.4558   85.1127   4.9235   5.0957   0.1723
  1.00   88.0000   88.0000   5.1815   5.1815   0.0000
N=5: qa/pi, S exact, S supercell (N/m), nu exact, nu supercell, error (THz)
  0.00    0.0000    0.0000   0.0000   0.0000   0.0000
  0.20   19.7852   17.3131   2.4569   2.2983  -0.1586
  0.40   52.9656   52.9656   4.0198   4.0198   0.0000
  0.60   71.2148   77.6869   4.6612   4.8684   0.2072
  0.80   82.0344   82.0344   5.0027   5.0027   0.0000
  1.00   88.0000   80.0000   5.1815   4.9403  -0.2411
N=4 largest |S error| (N/m): 6.1584 at qa/pi = 0.3041 and 0.6959
Largest frequency error over the zone:
  N=2: -1.0319 THz = -34.42 cm^-1 at qa/pi = 0.325
  N=3: -0.8697 THz = -29.01 cm^-1 at qa/pi = 0.304
  N=4: -0.3086 THz = -10.30 cm^-1 at qa/pi = 0.246
  N=5: -0.2411 THz = -8.04 cm^-1 at qa/pi = 1.000
  N=6: 0.000000 THz
  N=7: 0.000000 THz
Sound speed, exact (m/s): 7929.1
Sound speed, N=2 (m/s): 4883.4; relative error (%): -38.41
Sound speed, N=3 (m/s): 5205.7; relative error (%): -34.35
Sound speed, N=4 (m/s): 6747.4; relative error (%): -14.90
Sound speed, N=5 (m/s): 7213.3; relative error (%): -9.03
Sound speed, N=6 (m/s): 7929.1; relative error (%): 0.00
```
